# When a surfactant layer floats on a growing film

## What goes wrong if surface energies alone decide

In surfactant-mediated growth, a layer of a foreign species X covers the surface on which a film F is grown. Each new film layer lands on top of X. If X is to stay at the surface, the new film layer and the surfactant must change places after every deposition. Otherwise X is buried and ends up as a sheet of impurity inside the film.

Suppose one predicts the outcome by comparing the two free surfaces: X floats if its surface energy is below that of F. In the bond model treated below, a surfactant with surface energy 0.20 eV per site on a film with 0.30 eV per site can nevertheless have lower energy buried than floating. Another surfactant, with 0.35 eV per site, can have lower energy floating than buried on the same film. The comparison fails because the swap also changes the interfaces.

## The two stacks and the assumptions

Let S be a thick substrate carrying one full layer of X and one full layer of F. From the bottom upwards, the two stacks are

- buried: S/X/F, with F at the free surface;
- floating: S/F/X, with X at the free surface.

Both contain the same atoms on the same area. The layers are coherent, meaning that they share one lateral lattice, and the elastic energy is taken to be equal in the two stacks. All energies below are per surface site.

At fixed temperature $T$ and fixed composition, the stack with the lower free energy is favoured. With $\Delta$ the energy of the floating stack minus that of the buried stack, and $\Delta S$ the entropy difference in the same order,

$$\Delta F=\Delta-T\,\Delta S .$$

We assume $\Delta S=0$, so the sign of $\Delta$ decides. Volume work is neglected, as is usual for solids at low pressure.

This is a statement about equilibrium between two stacks. It does not say how fast the exchange proceeds. If the barrier is too high for the exchange to happen before the next layer arrives, X can be buried although $\Delta<0$.

## From total energy to excess energy

Let $e_A$ be the energy per site of one layer of A inside a thick crystal of A, on the common lateral lattice. The excess energy of a stack with $n_A$ layers of each species is

$$E^{\rm exc}=E-\sum_A n_A e_A .$$

The numbers $n_A$ are the same in both stacks, so the subtracted sums are equal and cancel:

$$\Delta=E_{\rm float}-E_{\rm buried}=E^{\rm exc}_{\rm float}-E^{\rm exc}_{\rm buried}.$$

Up to this point no model of the bonding has been used. Floating is favoured over burial when the swap lowers the total excess energy.

The next step does need an assumption: the excess is a sum of separate contributions, $\gamma_A$ for each free surface and $\gamma_{AB}$ for each interface, with the values found for thick crystals. For layers one atom thick this holds if the energy is a sum of terms that each depend on one layer or on one pair of adjacent layers. This is what coupling between adjacent layers means below. In metals the strength of a bond also depends on the other neighbours of its atoms, so there the separation is an approximation even when the coupling is short-ranged. We also take the F|X interface energy to be the same whichever species lies on top. Leaving out the bottom face of the substrate, which is common to both stacks,

$$E^{\rm exc}_{\rm float}=\gamma_{SF}+\gamma_{FX}+\gamma_X,$$

$$E^{\rm exc}_{\rm buried}=\gamma_{SX}+\gamma_{FX}+\gamma_F .$$

Each stack contains one F|X interface, so $\gamma_{FX}$ drops out of the difference:

$$\boxed{\Delta=\gamma_X+\gamma_{SF}-\gamma_F-\gamma_{SX}<0\quad\text{for floating}.}$$

The swap replaces an F surface by an X surface and an S|X interface by an S|F interface. A low $\gamma_X$ helps, but a costly S|F interface can outweigh it.

## The same condition as a contest of adhesion

The work of adhesion $W_{AB}$ is the energy needed to separate A from B along their interface. The cut creates two free surfaces and removes the interface, so

$$W_{AB}=\gamma_A+\gamma_B-\gamma_{AB},\qquad \gamma_{AB}=\gamma_A+\gamma_B-W_{AB}.$$

Insert the second form for both substrate interfaces:

$$\Delta=\gamma_X+(\gamma_S+\gamma_F-W_{SF})-\gamma_F-(\gamma_S+\gamma_X-W_{SX}).$$

The terms $\gamma_X$, $\gamma_F$ and $\gamma_S$ each appear once with either sign. What remains is

$$\Delta=W_{SX}-W_{SF}.$$

Thus, with coupling between adjacent layers, the first film layer goes below the surfactant when the substrate binds the film more strongly than it binds the surfactant. The rule is no better than that assumption. When bond strength depends on coordination, as in metals, or when X saturates dangling bonds, as on semiconductor surfaces, the true $\Delta$ differs from $W_{SX}-W_{SF}$ and can have the opposite sign. There is no conflict with the boxed formula: at fixed works of adhesion, a change in $\gamma_X$ also changes $\gamma_{SX}$ by the same amount.

## The second and later film layers

After the first swap the stack is S/F/X. The next deposited layer gives S/F/X/F, and floating requires a change to S/F/F/X. The support directly below the exchanging pair is now F. With coupling between adjacent layers, the S|F interface is the same before and after and cancels.

The buried stack has two F|X interfaces and an F surface. The floating stack has one F|X interface and an X surface, since F on F forms no interface. Therefore

$$\Delta'=(\gamma_{FX}+\gamma_X)-(2\gamma_{FX}+\gamma_F)=\gamma_X-\gamma_F-\gamma_{FX}.$$

Sustained floating needs $\Delta'<0$ as well as $\Delta<0$ for the first layer. These are separate conditions, because $\Delta$ contains the bonding to S and $\Delta'$ does not.

If $\gamma_{FX}\ge 0$, then $\gamma_X<\gamma_F$ is sufficient for $\Delta'<0$. For $\gamma_{FX}>0$ it is not necessary: a positive interface energy penalizes burial, which creates an additional interface. If $\gamma_{FX}<0$, so that F and X bind strongly to each other, $\gamma_X<\gamma_F$ is no longer sufficient.

## When thick-crystal energies mislead

Surface and interface energies are defined for thick crystals, whereas X and the new F are single layers. To see what this costs, let layers A and B that lie $k$ layers apart bind with energy $v_k^{AB}$, positive for attraction. Energies within each layer are assumed unchanged by the swap, and cancel.

Consider the two layers above a thick, uniform substrate. The lower one is at distances $k=1,2,3,\dots$ from successive substrate layers, and the upper one at distances $k=2,3,4,\dots$. Apart from common terms,

$$E_{\rm float}=-\sum_{k\ge1}v_k^{SF}-\sum_{k\ge2}v_k^{SX}-v_1^{FX},$$

$$E_{\rm buried}=-\sum_{k\ge1}v_k^{SX}-\sum_{k\ge2}v_k^{SF}-v_1^{FX}.$$

Write $d_k=v_k^{SX}-v_k^{SF}$. Subtracting the second line from the first gives

$$\Delta_{\rm sum}=\sum_{k\ge1}d_k-\sum_{k\ge2}d_k=d_1=v_1^{SX}-v_1^{SF}.$$

The longer-ranged terms cancel, because the swap moves one species away from the substrate by one layer and brings the other closer by one layer.

For thick crystals the count is different. Across a cut there are $k$ pairs of layers with separation $k$, so $W_{AB}=\sum_k k\,v_k^{AB}$, and the adhesion formula gives

$$\Delta_{\rm thick}=W_{SX}-W_{SF}=\sum_{k\ge1}k\,d_k .$$

Its error relative to the direct layer sum is

$$\Delta_{\rm thick}-\Delta_{\rm sum}=\sum_{k\ge2}k\,d_k .$$

This vanishes when adjacent layers alone are coupled. Otherwise it can reverse the verdict. Take $v_1^{SX}=0.50$, $v_1^{SF}=0.52$, $v_2^{SX}=0.03$ and $v_2^{SF}=0.01$ eV per site. Then

$$\Delta_{\rm sum}=0.50-0.52=-0.02\ \text{eV},$$

$$\Delta_{\rm thick}=-0.02+2(0.03-0.01)=+0.02\ \text{eV}.$$

Floating is favoured, but the thick-crystal energies predict burial. The error is set by the longer-ranged terms, and in real solids also by coordination-dependent bonding, not by $|\Delta|$ itself. Unless $|\Delta|$ is clearly larger than these, the total energies of the two actual stacks should be compared. At 0.02 eV, which is below $k_BT$ at room temperature, the assumption $\Delta S=0$ is not safe either. That comparison needs no division into surface and interface terms.

## Is floating also better than mixing?

So far floating has competed with complete burial. The two layers could also exchange some of their atoms. The answer depends on the model, so we now take a simple cubic lattice with nearest-neighbour bond energies $\varepsilon_{AB}>0$. The substrate is frozen, and the two layers above it stay full. Islands of other heights and exchange with deeper layers are excluded.

Let $y$ be the fraction of sites in the lower layer occupied by X. Composition is fixed, so the upper layer has the same fraction $y$ of F. Floating is $y=0$ and burial is $y=1$. A column is one lower site with the site above it, and $N$ is the number of unlike F–X bonds per column within the two layers.

**Energy.** There is on average one F and one X per column. Each atom has five bonds within the two layers: four lateral and one vertical. Counting bond ends on F gives $5=2N_{FF}+N$, and on X gives $5=2N_{XX}+N$. Hence $N_{FF}=N_{XX}=(5-N)/2$, and the bond energy is

$$-\frac{5-N}{2}(\varepsilon_{FF}+\varepsilon_{XX})-N\varepsilon_{FX}
=-\frac52(\varepsilon_{FF}+\varepsilon_{XX})+N\gamma_{FX},$$

$$\gamma_{FX}=\tfrac12(\varepsilon_{FF}+\varepsilon_{XX})-\varepsilon_{FX}.$$

The last quantity is indeed the interface energy: one bond per site crosses a cut, so $\gamma_A=\varepsilon_{AA}/2$ and $W_{AB}=\varepsilon_{AB}$. Bonds to the substrate add $-(1-y)\varepsilon_{SF}-y\,\varepsilon_{SX}$. Floating has $y=0$ and $N=1$. Using $\Delta=\varepsilon_{SX}-\varepsilon_{SF}$, the energy relative to floating is

$$\delta E=y(\varepsilon_{SF}-\varepsilon_{SX})+\gamma_{FX}(N-1)=-y\Delta+\gamma_{FX}(N-1).$$

**Bounds on $N$.** A vertical F–F pair needs an F in the upper layer, and a vertical X–X pair needs an X in the lower layer. Each kind occurs in at most a fraction $y$ of the columns, so at least $1-2y$ vertical bonds per column are unlike. For the upper bound, every unlike lateral bond in the lower layer ends on one of its X atoms, which gives at most $4y$; the F atoms in the upper layer give another $4y$ at most. There is at most one vertical unlike bond per column. Together,

$$-2y\le N-1\le 8y .$$

**Result.** Let $\Delta<0$. For $\gamma_{FX}\ge0$ the lower bound gives $\delta E\ge y(|\Delta|-2\gamma_{FX})$. For $\gamma_{FX}<0$ the upper bound gives $\delta E\ge y(|\Delta|-8|\gamma_{FX}|)$. No arrangement therefore lies below floating if

$$-\frac{|\Delta|}{8}\le\gamma_{FX}\le\frac{|\Delta|}{2}.$$

On a large surface the condition is also necessary, because two arrangements with $y=1/2$ beat floating outside it:

- In a checkerboard all five bonds per column are unlike, so $N=5$ and $\delta E=|\Delta|/2+4\gamma_{FX}$. This is negative below the lower limit.
- In side-by-side patches, half the surface has two layers of F and half has two layers of X. In a periodic square cell of side $L$ sites, two straight boundaries in each of two layers give $N=4L/L^2=4/L$. Then $\delta E=|\Delta|/2-\gamma_{FX}(1-4/L)$, which for large $L$ is negative above the upper limit.

These are comparisons of energy. Mixed arrangements can have configurational entropy, which the assumption of no entropy difference leaves out and which favours partial exchange as the temperature rises.

## Growth of F on F: the role of surface energy returns

For later layers, or for a film grown on its own substrate, put S = F and let $G=\gamma_F-\gamma_X$. Then $\Delta=-(G+\gamma_{FX})$, and floating beats burial when $G+\gamma_{FX}>0$. The width of the window now depends on $\gamma_{FX}$ itself.

For $\gamma_{FX}\ge0$, the upper limit reads $2\gamma_{FX}\le G+\gamma_{FX}$, hence $\gamma_{FX}\le G$. For $\gamma_{FX}<0$, the lower limit reads $8|\gamma_{FX}|\le G-|\gamma_{FX}|$, hence $|\gamma_{FX}|\le G/9$. Together,

$$-\frac{\gamma_F-\gamma_X}{9}\le\gamma_{FX}\le\gamma_F-\gamma_X .$$

With $\Delta<0$, this requires $\gamma_X<\gamma_F$: a negative $G$ leaves no allowed value, and $G=0$ leaves $\gamma_{FX}=0$, for which $\Delta=0$. Within this model a lower surface energy is thus necessary for floating to be the lowest arrangement, though not for floating to beat burial.

The upper limit has a direct meaning. Written as $\gamma_X+\gamma_{FX}\le\gamma_F$, it says that covering bare F with X does not raise the energy. This is the condition for X to wet F. If it fails while $\Delta<0$, then $\gamma_{FX}>0$, and on a large surface the energy is lowered when X gathers into patches and leaves part of the film bare.

## A worked example

Take the simple cubic model with site spacing $a=0.30$ nm and these bond energies in eV, chosen as round model values:

$$\varepsilon_{SS}=0.70,\quad \varepsilon_{FF}=0.60,\quad \varepsilon_{XX}=0.40,$$

$$\varepsilon_{SF}=0.64,\quad \varepsilon_{SX}=0.50,\quad \varepsilon_{FX}=0.48.$$

Half of each like bond gives $\gamma_S=0.35$, $\gamma_F=0.30$ and $\gamma_X=0.20$ eV per site. The interface energies, in the same unit, are

$$\gamma_{SF}=0.35+0.30-0.64=0.01,$$

$$\gamma_{SX}=0.35+0.20-0.50=0.05,$$

$$\gamma_{FX}=0.30+0.20-0.48=0.02.$$

**First layer.** The floating stack has excess energy $0.01+0.02+0.20=0.23$ eV per site, and the buried stack $0.05+0.02+0.30=0.37$ eV per site. Thus

$$\Delta=0.23-0.37=-0.14\ \text{eV per site}.$$

The adhesion form agrees: $0.50-0.64=-0.14$ eV. Division by the site area $a^2$ gives $-0.249$ J/m². Of the 0.14 eV gained, 0.10 eV comes from the free surface and 0.04 eV from the substrate interface.

**Later layers.** Here

$$\Delta'=0.20-0.30-0.02=-0.12\ \text{eV per site},$$

or $-0.214$ J/m². Floating therefore continues to be favoured over burial as the film thickens.

**Mixing.** For the first layer the window runs from $-0.14/8=-0.0175$ to $0.14/2=0.07$ eV per site. For later layers $G=0.10$ eV, and the window runs from $-0.011$ to $0.10$ eV per site. The value $\gamma_{FX}=0.02$ eV lies inside both. On the original substrate, the two competing patterns cost, relative to floating,

$$\delta E_{\rm checkerboard}=0.07+4(0.02)=0.15\ \text{eV per site},$$

$$\delta E_{\rm patches}=0.07-0.02\left(1-\frac{4}{60}\right)=0.051\ \text{eV per site},$$

the second for a cell of side 60 sites.

Floating is the lowest arrangement here, but it is not complete at finite temperature. Placing one X in the lower layer and one F in the upper layer, far apart, changes the number of unlike bonds by $2(4-1)=6$ and costs $0.14+6(0.02)=0.26$ eV. The two defects move independently, so in the dilute limit $y\approx\exp(-0.13\ \text{eV}/k_BT)$. This is about 0.7% at 300 K and about 8% at 600 K.

## The two failures of the simple comparison

Both cases from the opening have S = F and $\gamma_F=0.30$ eV per site.

**Low surface energy, but not floating.** Keep $\gamma_X=0.20$ eV and raise the F–X bond to 0.65 eV. Then $\gamma_{FX}=0.50-0.65=-0.15$ eV and

$$\Delta=0.20-0.30+0.15=+0.05\ \text{eV per site}.$$

Burial beats floating because it creates an additional favourable interface. Burial is not the lowest state either: it lies 0.05 eV below floating, whereas the checkerboard lies $0.025+0.60=0.625$ eV below it. Strong unlike bonds drive the two layers to mix in an ordered pattern. This holds while the support is frozen. If deeper F layers may also exchange, every X can have six unlike bonds under a pure F surface, at $G+5\gamma_{FX}=0.10-0.75=-0.65$ eV relative to floating, and X leaves the surface altogether.

**High surface energy, but better than burial.** Let $\varepsilon_{XX}=0.70$ and $\varepsilon_{FX}=0.50$ eV. Then $\gamma_X=0.35$ and $\gamma_{FX}=0.15$ eV, so

$$\Delta=0.35-0.30-0.15=-0.10\ \text{eV per site}.$$

Floating beats burial because it has one costly interface fewer. However, X does not wet F, since $0.35+0.15>0.30$. Patches in the cell of side 60 lie 0.09 eV per site below floating. A continuous floating layer is then not the equilibrium state.

## What was checked numerically

The stack formulas were tested against direct layer sums for twelve sets of random couplings, with ranges of one and three layers. The bounds on $N$ and the formula for $\delta E$ were tested on all 12870 arrangements of eight F and eight X atoms in a small periodic cell.

The lower limits of the mixing windows were tested 5% inside and 5% outside. The upper limits were tested with the patches of side 60, at 5% inside and 30% outside. The larger step outside is needed because patch boundaries cost energy in a finite cell, which moves the crossing above its large-surface value, by 7% on the foreign substrate and by 15% for S = F. The computed values are listed in the numerical output below.

## Computed values

```
MODEL, simple cubic, nearest neighbours
bond energy SS: 0.70 eV
bond energy FF: 0.60 eV
bond energy XX: 0.40 eV
bond energy FS: 0.64 eV
bond energy SX: 0.50 eV
bond energy FX: 0.48 eV
site spacing: 0.30 nm
surface energy S: 0.3500 eV per site
surface energy F: 0.3000 eV per site
surface energy X: 0.2000 eV per site
interface energy SF: 0.0100 eV per site
interface energy SX: 0.0500 eV per site
interface energy FX: 0.0200 eV per site
work of adhesion SF: 0.6400 eV per site
work of adhesion SX: 0.5000 eV per site
excess, floating, without slab bottom: 0.2300 eV per site
excess, buried, without slab bottom: 0.3700 eV per site
Delta, first film layer: -0.1400 eV per site
Delta, first film layer: -0.249 J/m^2
Delta, later film layers: -0.1200 eV per site
Delta, later film layers: -0.214 J/m^2
window for interface energy FX, lower end: -0.0175 eV per site
window for interface energy FX, upper end: 0.0700 eV per site
window if S = F, lower end: -0.0111 eV per site
window if S = F, upper end: 0.1000 eV per site
bilayer arrangements enumerated: 12870
patch cell side: 60 sites
checkerboard minus floating: 0.1500 eV per site
patches minus floating: 0.0513 eV per site
STRONG F-X BONDS, S = F
bond energy XX: 0.40 eV
bond energy FX: 0.65 eV
surface energy X: 0.2000 eV per site
interface energy FX: -0.1500 eV per site
Delta: 0.0500 eV per site
checkerboard minus floating: -0.6250 eV per site
patches minus floating: 0.1150 eV per site
HIGH SURFACE ENERGY OF X, S = F
bond energy XX: 0.70 eV
bond energy FX: 0.50 eV
surface energy X: 0.3500 eV per site
interface energy FX: 0.1500 eV per site
Delta: -0.1000 eV per site
checkerboard minus floating: 0.6500 eV per site
patches minus floating: -0.0900 eV per site
SECOND-LAYER COUPLING
v_1: SX 0.50, SF 0.52 eV per site
v_2: SX 0.03, SF 0.01 eV per site
Delta from direct layer sum: -0.0200 eV per site
Delta from thick-crystal energies: 0.0200 eV per site
```
